# Helium C6 from TDHF and BSE excitation spectra

## Question

I want the dispersion coefficient $C_6$ for two helium atoms, defined by $E=-C_6/R^6$ at large separation $R$. The accurate value is 1.46 in atomic units. From a TDHF (time-dependent Hartree-Fock) calculation and from a BSE (Bethe-Salpeter equation) calculation on one atom I can get singlet excitation energies and oscillator strengths.

I am stuck on three points. How do I turn the two lists into a polarizability at imaginary frequency, and then into $C_6$, with the right prefactor? Does it matter that most of my excitations lie above the ionization threshold, where the true spectrum is continuous? And should the BSE come closer to 1.46 than TDHF, since it includes screening?

## Answer

I use atomic units: energies and frequencies in $E_h$, polarizabilities in $a_0^3$, $C_6$ in $E_h a_0^6$. Orbitals are real, the nuclei are fixed, and relativity and retardation are left out.

### From the spectrum to $\alpha(i\omega)$

Let $z$ be the sum of the electrons' $z$ coordinates, $\Omega_n$ an excitation energy and $z_n=\langle 0|z|n\rangle$. An electron has charge $-1$, so a field $F\cos\omega t$ along $z$ adds the energy $Fz\cos\omega t$. Write the state, apart from the ground-state phase, as $|0\rangle+\sum_n c_n|n\rangle$. To first order,

$$i\dot c_n=\Omega_n c_n+Fz_n\cos\omega t .$$

With $c_n=u_n+iv_n$, the imaginary part gives $\dot u_n=\Omega_nv_n$ and the real part gives $-\dot v_n=\Omega_nu_n+Fz_n\cos\omega t$. Differentiate the first and insert the second:

$$\ddot u_n=-\Omega_n^2u_n-\Omega_nFz_n\cos\omega t,\qquad u_n=-\frac{\Omega_nFz_n\cos\omega t}{\Omega_n^2-\omega^2}.$$

The induced dipole is $-2\sum_nz_nu_n$. Dividing by $F\cos\omega t$ and replacing $\omega$ by $i\omega$ gives

$$\alpha(i\omega)=\sum_n\frac{f_n}{\Omega_n^2+\omega^2},\qquad f_n=2\Omega_nz_n^2 .$$

No denominator vanishes on the imaginary axis, so no broadening is needed.

### From $\alpha(i\omega)$ to $C_6$

Put the $z$ axis along the line between the atoms. For separated neutral atoms the leading coupling is

$$V=\frac{xx'+yy'-2zz'}{R^3}.$$

The first-order energy vanishes because neither atom has a permanent dipole. For the same reason both atoms must be excited in second order. In a spherical atom the three directions have equal strengths, and a state reached by $x$ is not reached by $y$ or $z$. The squared coefficients therefore add to $1+1+4=6$:

$$E=-\frac{6}{R^6}\sum_{nm}\frac{z_n^2z_m^2}{\Omega_n+\Omega_m}.$$

Insert $z_n^2=f_n/(2\Omega_n)$:

$$C_6=\frac32\sum_{nm}\frac{f_nf_m}{\Omega_n\Omega_m(\Omega_n+\Omega_m)}.$$

To separate the two atoms, use partial fractions and $\int_0^\infty d\omega/(a^2+\omega^2)=\pi/(2a)$:

$$\int_0^\infty\!\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{1}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)=\frac{\pi}{2ab(a+b)}.$$

Hence $1/[ab(a+b)]$ is $2/\pi$ times the integral, and $\frac32\cdot\frac2\pi=\frac3\pi$:

$$C_6=\frac3\pi\int_0^\infty\alpha(i\omega)^2\,d\omega .$$

This is the Casimir-Polder formula for equal atoms. It fails when the charge clouds overlap, and when $R$ is no longer small compared with the speed of light divided by a typical $\Omega_n$.

If one oscillator carries all the strength, the double sum becomes $\frac34f^2/\Omega^3=\frac34\alpha(0)^2\Omega$. For a real spectrum this suggests an effective energy

$$\Omega_{\rm eff}=\frac{4C_6}{3\alpha(0)^2},$$

which separates an error in the static polarizability from one in the frequency scale.

### The TDHF spectrum

Helium has one occupied orbital $\phi_0$, which makes the derivation short. Let $h$ be the kinetic plus nuclear operator and $J$ the repulsion from one electron in the occupied orbital. Exchange removes each electron's repulsion from itself, so the occupied orbital moves under $h+J$.

Virtual orbitals $\phi_a$ belong to the Fock operator $h+2J-K$, where $K$ is exchange with $\phi_0$. With $(pq|rs)$ the repulsion between charge densities $\phi_p\phi_q$ and $\phi_r\phi_s$,

$$(h+J)_{ab}=\varepsilon_a\delta_{ab}-(00|ab)+(0a|0b).$$

Now let $\phi=\phi_0+\sum_ac_a\phi_a$, again without the ground-state phase. The density change $\phi_0\sum_b(c_b+c_b^*)\phi_b$ alters $J$, so

$$i\dot c_a=\sum_b\left(A_{ab}c_b+B_{ab}c_b^*\right)+F\mu_a\cos\omega t,\qquad \mu_a=\langle\phi_0|z|\phi_a\rangle,$$

$$A_{ab}=(\varepsilon_a-\varepsilon_0)\delta_{ab}+2(0a|0b)-(00|ab),\qquad B_{ab}=(0a|0b).$$

Split $c=u+iv$ as before: $\dot u=(A-B)v$ and $-\dot v=(A+B)u+F\mu\cos\omega t$. Eliminating $v$ gives

$$\left[(A+B)-\omega^2(A-B)^{-1}\right]u=-F\mu\cos\omega t .$$

Two electrons give the dipole $-4\mu^Tu$: one factor 2 counts electrons, the other comes from $c+c^*$. Therefore

$$\alpha(i\omega)=4\mu^T\left[(A+B)+\omega^2(A-B)^{-1}\right]^{-1}\mu .$$

Set $S=(A-B)^{1/2}$ and diagonalize $S(A+B)S$, with eigenvalues $\Omega_n^2$ and orthonormal eigenvectors $Z_n$. The bracket equals $S^{-1}[S(A+B)S+\omega^2]S^{-1}$, so its inverse is $S[S(A+B)S+\omega^2]^{-1}S$. Comparing with the sum over states gives

$$f_n=4(\mu^TSZ_n)^2,\qquad \sum_nf_n=4\mu^T(A-B)\mu .$$

In TDHF, $A-B$ is the matrix of $h+J-\varepsilon_0$. Its potential is local and commutes with $z$. In a complete basis,

$$\sum_nf_n=4\langle\phi_0|z(h+J-\varepsilon_0)z|\phi_0\rangle=2\langle[z,[h,z]]\rangle=2,$$

since $[z,[h,z]]=1$. This is the number of electrons.

### What the BSE changes

The BSE used here keeps the repulsive term $2(0a|0b)$ but screens the exchange-derived terms:

$$A_{ab}=E_{ab}-\varepsilon_0^{GW}\delta_{ab}+2(0a|0b)-W_{00,ab},\qquad B_{ab}=2(0a|0b)-W_{0a,0b}.$$

These terms arise by varying a screened-exchange self-energy with respect to the density matrix. Two approximations enter: the variation of $W$ itself is neglected, and $W$ is taken at zero frequency. With $W=v$, the bare repulsion, and HF levels, the TDHF matrices return.

I take $W$ from the direct random-phase approximation (RPA), whose response has no exchange attraction. Let $\Delta$ be the diagonal matrix of $\varepsilon_a-\varepsilon_0$ and $K_{ab}=(0a|0b)$. Then $A-B=\Delta$ and $A+B=\Delta+4K$. A density $\phi_r\phi_s$ acts on the atom through $(0b|rs)$. By the response formula above, the induced potential adds

$$W^c_{pq,rs}(i\omega)=-4\sum_{ab}(pq|0a)\left[(\Delta+4K+\omega^2\Delta^{-1})^{-1}\right]_{ab}(0b|rs)$$

to $(pq|rs)$. Its value at $\omega=0$ enters the BSE.

The orbital levels need the matching $GW$ correction. Let $\tilde\Omega_m,\tilde Z_m$ be the RPA modes and define

$$w_{pq,m}=\sqrt{\frac{2}{\tilde\Omega_m}}\sum_a(pq|0a)\left(\Delta^{1/2}\tilde Z_m\right)_a .$$

Then $W^c_{pq,rs}(i\omega)=-\sum_m2\tilde\Omega_mw_{pq,m}w_{rs,m}/(\tilde\Omega_m^2+\omega^2)$. For $\omega$ between the occupied and virtual levels, the correlation self-energy is

$$\Sigma^c_{pr}(\omega)=-\int_{-\infty}^{\infty}\frac{d\omega'}{2\pi}\sum_q\frac{W^c_{pq,rq}(i\omega')}{\omega-\varepsilon_q+i\omega'} .$$

The part odd in $\omega'$ drops out. With $\delta=\omega-\varepsilon_q$, the integral identity used for $C_6$ turns each remaining term into $\mathrm{sgn}(\delta)/(\tilde\Omega_m+|\delta|)$. Since $\delta>0$ for the occupied orbital and $\delta<0$ for virtual ones,

$$\Sigma^c_{pr}(\omega)=\sum_m\left[\frac{w_{p0,m}w_{r0,m}}{\omega-\varepsilon_0+\tilde\Omega_m}+\sum_a\frac{w_{pa,m}w_{ra,m}}{\omega-\varepsilon_a-\tilde\Omega_m}\right].$$

Exchange is already in the HF level, so the 1s energy solves $\varepsilon=\varepsilon_0+\Sigma^c_{00}(\varepsilon)$.

The virtual levels need care. HF helium binds no extra electron, so they are samples of a continuum. As the region available to such an orbital grows, its weight near the atom falls, and its diagonal correction tends to zero. A localized combination of them can still feel the self-energy. I therefore keep the whole matrix $E_{ab}=\varepsilon_a\delta_{ab}+\Sigma^c_{ab}(0)$. Evaluating it at the vacuum level is a further approximation.

### The helium spectra

The basis consists of uncontracted Gaussians with exponents in geometric sequences: 11 s, 8 p, 5 d and 3 f shells, or 81 orbitals. A field along $z$ couples 1s to the 8 $p_z$ orbitals, so each method has 8 modes. All 81 orbitals enter the screening and self-energy.

The 1s level is $-0.9179\,E_h$ in HF and $-0.9078\,E_h$ after the $GW$ correction. The $GW$ value converges slowly with angular momentum: a denser basis with functions up to $l=6$ moves it by about $0.002\,E_h$, to $-0.910\,E_h$. Diagonalization gives:

| Mode | TDHF $\Omega_n$ | TDHF $f_n$ | BSE $\Omega_n$ | BSE $f_n$ |
|---:|---:|---:|---:|---:|
| 1 | 0.8068 | 0.3468 | 0.7956 | 0.3363 |
| 2 | 1.0481 | 0.5859 | 1.0388 | 0.5645 |
| 3 | 1.6844 | 0.6369 | 1.6854 | 0.6365 |
| 4 | 3.2870 | 0.3245 | 3.3135 | 0.3441 |
| 5 | 7.2873 | 0.0873 | 7.3564 | 0.0958 |
| 6 | 17.324 | 0.0160 | 17.458 | 0.0171 |
| 7 | 42.977 | 0.0023 | 43.196 | 0.0024 |
| 8 | 111.63 | 0.0003 | 111.92 | 0.0003 |

In TDHF the ionization threshold is $-\varepsilon_0=0.918\,E_h$. Seven of the eight modes lie above it. They are not spectral lines: each stands for a stretch of continuum. The one mode below threshold is not a single line either. The basis has no very diffuse p functions, so this mode lumps together much of the strength of the bound 1s→$n$p series, and it splits into several states when such functions are added. This does no harm in itself, because $\alpha(i\omega)$ is a smooth weighted sum over the spectrum. The basis has to reproduce that sum, not resolve the individual states.

For example, the TDHF static polarizability is

$$\alpha(0)=0.5327+0.5334+0.2245+0.0300+0.0016+0.0001=1.322,$$

where the terms are $f_n/\Omega_n^2$ and the last two modes are negligible at this precision. An HF energy calculation in a static field of 0.003 atomic units, using $E(F)=E(0)-\frac12\alpha F^2$, also gives 1.322.

### The quadrature

Map the half-line to a finite interval with a scale of $1\,E_h$:

$$\omega=\frac{1+t}{1-t},\qquad d\omega=\frac{2\,dt}{(1-t)^2},\qquad -1<t<1 .$$

If $t_k,g_k$ are Gauss-Legendre nodes and weights, the frequency weights are $q_k=2g_k/(1-t_k)^2$. Eight nodes give:

| $\omega_k$ | $q_k$ | TDHF $\alpha$ | BSE $\alpha$ |
|---:|---:|---:|---:|
| 0.0203 | 0.0527 | 1.3218 | 1.3112 |
| 0.1132 | 0.1378 | 1.3049 | 1.2940 |
| 0.3110 | 0.2696 | 1.2026 | 1.1906 |
| 0.6900 | 0.5179 | 0.9025 | 0.8900 |
| 1.4493 | 1.0879 | 0.4650 | 0.4575 |
| 3.2153 | 2.7870 | 0.1479 | 0.1461 |
| 8.8361 | 10.757 | 0.0240 | 0.0239 |
| 49.365 | 128.39 | 0.0008 | 0.0008 |

The TDHF terms $q_k\alpha_k^2$, formed before rounding the table, add as

$$0.0920+0.2346+0.3899+0.4218+0.2352+0.0610+0.0062+0.0001\approx1.4409 .$$

The rounded terms add to 1.4408; the unrounded ones give 1.4409.

Thus $C_6=(3/\pi)\times1.4409=1.376$. The corresponding BSE sum is 1.4070, which gives $C_6=1.344$. The double sum over modes gives the same values to these digits. Even four nodes give 1.376 and 1.344, so the quadrature is not what separates either result from 1.46.

At high frequency $\alpha(i\omega)$ tends to $\sum_nf_n/\omega^2$. The integrand then falls as $\omega^{-4}$, which is why the last node contributes so little despite its large weight.

### Comparison with 1.46

To see whether the basis causes the deficit, I also diagonalized the two-electron Hamiltonian in all singlet pairs of the same orbitals (full CI). The resulting $\Omega_n$ and $z_n$ go into the same $C_6$ formula. Errors below are relative to 1.46.

| Method | $\alpha(0)$ | $\Omega_{\rm eff}$ | $C_6$ | Error |
|---|---:|---:|---:|---:|
| TDHF | 1.322 | 1.049 | 1.376 | −5.8% |
| BSE | 1.312 | 1.041 | 1.344 | −8.0% |
| Full CI | 1.384 | 1.018 | 1.463 | +0.2% |

In $\mathrm{eV\,Å^6}$ the three coefficients are 0.822, 0.803 and 0.874.

So this BSE does not improve on TDHF. Full CI agrees with the reference to within the rounding of 1.46, though it still has a finite basis. Without f functions its $C_6$ is 1.461, and the BSE value is 1.343. Denser bases with higher angular momenta leave TDHF at 1.376, give 1.343 for the BSE and 1.461 to 1.462 for full CI, and lower the intermediate values 1.387 and 1.327 listed below by about 0.002. The third decimal is therefore basis-dependent, but these changes are far smaller than the deficits of TDHF and BSE.

The main fault of both methods is a static polarizability that is too small. Relative to full CI, TDHF has

$$\frac{C_6^{\rm TDHF}}{C_6^{\rm CI}}=\left(\frac{1.32234}{1.38432}\right)^2\frac{1.04916}{1.01772}\approx0.9125\times1.0309\approx0.941 .$$

The high frequency scale recovers about 3%, while the polarizability factor loses about 9%. For BSE the factors are about 0.898 and 1.023, with product 0.919.

The BSE ingredients can be switched on one after another:

- TDHF gives $C_6=1.376$.
- Using the $GW$ 1s level raises it to 1.387. The electron is less tightly bound, so the gaps shrink.
- Replacing $v$ by $W$ lowers it to 1.327.
- Adding the virtual self-energy matrix raises it to 1.344.

Screening is thus the step that takes the BSE below TDHF. It weakens the electron-hole attraction $W_{00,ab}$ in $A$ and the term $W_{0a,0b}$ in $B$. Both enter $A+B$ with a minus sign, and both contribute to the loss. In this calculation the response becomes stiffer, and $\alpha(0)=4\mu^T(A+B)^{-1}\mu$ falls. The two level corrections offset part of this loss.

A possible deeper reason is that the RPA screens with the response of both ground-state electrons, although one of them is the electron being excited. In a two-electron atom that self-screening could matter a good deal. I have not isolated it here, so treat this as a conjecture.

The energy of the lowest mode would have misled you. In this basis it drops from 0.807 in TDHF to 0.796 in BSE, which by itself would increase the polarizability. But its strength drops too, leaving its contribution to $\alpha(0)$ nearly unchanged: 0.533 against 0.531. The contribution of the second mode, which in this basis stands mostly for the continuum just above threshold, falls from 0.533 to 0.523, close to the whole change in $\alpha(0)$. How the loss is shared among individual modes depends on the basis. For $C_6$, energies and strengths must be judged together.

The strength sum is a further diagnostic. It is 2.000 in TDHF, as derived above. With screened $W$ but HF levels it becomes 2.047, because the cancellation that left a local potential in $A-B$ is broken. With both level corrections it is 1.997. Nothing derived here forces this BSE to obey the sum rule, so the near return to 2 is an observation for this example, not a property of the method. A nearly correct sum fixes the high-frequency tail, but it does not guarantee a good $C_6$: TDHF has the right sum and still misses by 5.8%.

These rankings apply to helium and to this BSE: one-shot $GW$ from HF, static RPA screening, and a virtual self-energy taken at zero frequency. Another starting point or a frequency-dependent kernel changes the matrices and may change the order. The route from the spectrum to $C_6$ stays the same.
